# Transmission of a two-site device and the failure of its eigenvector expansion

## Problem

Two sites have the same energy $e_0$ and a real hopping $t>0$ between them. Site 1 is coupled only to a left lead and site 2 only to a right lead. Both leads have a bandwidth far larger than every other energy, and they give the sites constant broadenings $\Gamma_L,\Gamma_R>0$. The electrons are coherent and do not interact.

1. Find the transmission $T(E)$ per spin at every real energy by diagonalizing the effective Hamiltonian of the device.
2. Decide when $T(E)$ has two peaks.
3. Show that the eigenvector expansion fails when $|\Gamma_L-\Gamma_R|=4t$ and at no other broadenings. Find $T(E)$ there.
4. Evaluate the case $t=0.2$ eV, $\Gamma_R=0.4$ eV, $\Gamma_L=1.2$ eV, and describe what happens numerically nearby.

## Solution

### Eliminating the leads

Take each lead as a semi-infinite chain with hopping $\tau$, band centre at zero energy, and sites $n=0,1,2,\dots$ counted away from the device. The end sites couple to the device by $c_L$ and $c_R$. With

$$q=\frac{E-i\sqrt{4\tau^2-E^2}}{2\tau},\qquad |q|=1,\qquad E=\tau(q+q^*),$$

the wave $q^n$ travels away from the device and $(q^*)^n$ travels towards it. For a wave arriving from the left, the left lead carries $(q^*)^n+r\,q^n$ and the right lead $a\,q^n$. Let $\phi_1,\phi_2$ be the amplitudes on the device.

At the left end site, $E(1+r)=\tau(q^*+rq)+c_L\phi_1$. Inserting $E=\tau(q+q^*)$ leaves $\tau q+r\tau q^*=c_L\phi_1$. Multiplication by $q/\tau$ gives $r=c_Lq\phi_1/\tau-q^2$. The equation of site 1 is then

$$(E-e_0)\phi_1-t\phi_2=c_L(1+r)=\frac{c_L^2q}{\tau}\phi_1+c_L(1-q^2).$$

At the right end site, $Ea=\tau qa+c_R\phi_2$, so $\tau q^*a=c_R\phi_2$ and $a=c_Rq\phi_2/\tau$. Site 2 therefore acquires the term $(c_R^2q/\tau)\phi_2$ and no source.

In the wide-band limit $q\to-i$. The added terms become $-i\Gamma_{L,R}/2$ with $\Gamma_{L,R}=2c_{L,R}^2/\tau$, and the source on site 1 becomes $2c_L$. With $G=(E-H)^{-1}$ and

$$H=\begin{pmatrix}e_0-i\Gamma_L/2&t\\t&e_0-i\Gamma_R/2\end{pmatrix},$$

we have $\phi_2=2c_LG_{21}$. The leads are identical, so incoming and transmitted waves have equal speed and

$$T=|a|^2=\frac{4c_L^2c_R^2}{\tau^2}|G_{21}|^2=\Gamma_L\Gamma_R|G_{12}|^2.$$

The last step uses $G_{12}=G_{21}$, which holds because $H$ is symmetric.

### Diagonalization

Separate the mean broadening from the difference:

$$\gamma=\frac{\Gamma_L+\Gamma_R}{4},\quad \delta=\frac{\Gamma_L-\Gamma_R}{4},\quad H=(e_0-i\gamma)\mathbb 1+M,\quad M=\begin{pmatrix}-i\delta&t\\t&i\delta\end{pmatrix}.$$

The off-diagonal elements of $M^2$ are $-i\delta t+i\delta t=0$, and both diagonal elements are $t^2-\delta^2$. Hence

$$M^2=s^2\mathbb 1,\qquad s^2=t^2-\delta^2.$$

Since $M$ has zero trace, its eigenvalues are $\pm s$, and those of $H$ are $\lambda_\pm=e_0-i\gamma\pm s$. For $|\delta|<t$, $s$ is real: there are two energies with a common width. For $|\delta|>t$, $s$ is imaginary: there is one energy with two widths.

The eigenvectors are $v_\pm=(t,\;i\delta\pm s)^T$. The first row of $Mv_\pm$ is $-i\delta t+t(i\delta\pm s)=\pm st$. The second is $t^2-\delta^2\pm i\delta s=s^2\pm i\delta s=\pm s(i\delta\pm s)$, as required.

Because $H$ is symmetric but not Hermitian, its left eigenvectors are the transposes $v_\pm^T$, without complex conjugation. Their products are

$$v_+^Tv_-=t^2+(i\delta)^2-s^2=0,$$
$$v_\pm^Tv_\pm=t^2-\delta^2+s^2\pm2i\delta s=\pm2s(i\delta\pm s).$$

The factors $i\delta\pm s$ cannot vanish, since their product is $-\delta^2-s^2=-t^2$. For $s\neq0$ the two vectors thus form a basis with nonzero norms, and

$$G=\sum_{\pm}\frac{v_\pm v_\pm^T}{(v_\pm^Tv_\pm)(E-\lambda_\pm)}.$$

The 12 element of the numerator is $t(i\delta\pm s)$. Its second factor cancels against the norm. With $x=E-e_0$ and $z=x+i\gamma$,

$$G_{12}=\frac{t}{2s}\left[\frac1{z-s}-\frac1{z+s}\right]=\frac{t}{z^2-s^2},$$

$$\boxed{T(E)=\frac{\Gamma_L\Gamma_Rt^2}{|(x+i\gamma)^2-t^2+\delta^2|^2}}$$

The determinant of $E-H$ is $z^2-s^2$, so direct inversion gives the same $G_{12}$ even at $s=0$. The boxed formula therefore holds for all broadenings allowed in the problem, although this derivation by eigenvectors does not.

### One peak or two

Since $\gamma^2-\delta^2=\Gamma_L\Gamma_R/4$, the denominator $D$ of $T$ is

$$D=(x^2-A)^2+4\gamma^2x^2,\qquad A=t^2+\frac{\Gamma_L\Gamma_R}{4}.$$

Expanding, and using $4\gamma^2-2A=(\Gamma_L^2+\Gamma_R^2)/4-2t^2$, we get

$$D=x^4+\left[\frac{\Gamma_L^2+\Gamma_R^2}{4}-2t^2\right]x^2+A^2.$$

This is a parabola in $x^2\ge0$. Its minimum lies at positive $x^2$, giving two peaks, if and only if $\Gamma_L^2+\Gamma_R^2<8t^2$. The peaks are then at

$$x^2=t^2-\frac{\Gamma_L^2+\Gamma_R^2}{8}.$$

Otherwise there is one peak, at $x=0$. For $\Gamma_L=\Gamma_R=\Gamma$ with two peaks, the minimum of $D$ is $(t^2+\Gamma^2/4)^2-(t^2-\Gamma^2/4)^2=t^2\Gamma^2$, so both peaks reach $T=1$.

Peak positions are in general not the real parts of the eigenvalues. For $t=0.2$ eV and broadenings of 0.40 and 0.39 eV, the eigenvalues lie at $x\approx\pm0.200$ eV, but the peaks lie at $\pm0.0314$ eV. The two terms of $G_{12}$ are broad enough to overlap, and $T$ contains the squared magnitude of their sum, including the interference term.

### Where the expansion fails

The expansion was derived for every $s\neq0$. The remaining case is $s=0$, or $|\delta|=t$, which is

$$|\Gamma_L-\Gamma_R|=4t.$$

Here $M^2=0$ but $M\neq0$. If $Mv=\mu v$, then $0=M^2v=\mu^2v$, so $\mu=0$. The equation $Mv=0$ has one independent solution, $v=(1,\pm i)^T$, with the upper sign for $\Gamma_L>\Gamma_R$. One vector cannot span the space of two sites. Moreover $v^Tv=1-1=0$, so the normalization in the expansion would divide by zero. Such a point is called an exceptional point.

The coincidence of eigenvalues alone is not the cause. At $t=0$ and $\Gamma_L=\Gamma_R$ they also coincide, but $M=0$ and every vector is an eigenvector. This is why $t>0$ was needed.

The Green function itself survives. Using $M^2=0$,

$$(z-M)\left(\frac1z+\frac{M}{z^2}\right)=1+\frac Mz-\frac Mz-\frac{M^2}{z^2}=1,$$

so $G=1/z+M/z^2$. Then $G_{12}=t/z^2$ and

$$\boxed{T(E)=\frac{\Gamma_L\Gamma_Rt^2}{(x^2+\gamma^2)^2}}$$

This squared Lorentzian has a single peak, consistent with $\Gamma_L^2+\Gamma_R^2>(\Gamma_L-\Gamma_R)^2=16t^2>8t^2$. Half height requires $x^2+\gamma^2=\sqrt2\,\gamma^2$, so the half width at half maximum is $\gamma\sqrt{\sqrt2-1}$.

The time evolution gives the physical meaning. For an electron placed on site 1, $M^2=s^2$ reduces the exponential series to

$$e^{-iMt'/\hbar}=\cos\frac{st'}{\hbar}-iM\,\frac{\sin(st'/\hbar)}{s}.$$

Apart from the phase factor $e^{-ie_0t'/\hbar}$, the amplitude on site 2 after time $t'$ is therefore $-it\,e^{-\gamma t'/\hbar}\sin(st'/\hbar)/s$. It oscillates for real $s$ and is overdamped for imaginary $s$. At $s=0$ it is $-i(tt'/\hbar)e^{-\gamma t'/\hbar}$, the analogue of critical damping. The factor $t'$ cannot be made from a sum of pure exponentials.

### Numbers

For the given parameters, $\Gamma_L-\Gamma_R=0.8$ eV $=4t$ and $\gamma=1.6/4=0.4$ eV. On resonance,

$$T(e_0)=\frac{1.2\times0.4\times0.2^2}{0.4^4}=\frac{0.0192}{0.0256}=0.75.$$

The zero-temperature linear conductance, with the Fermi energy at $e_0$, is $(2e^2/h)\,T(e_0)=0.75\times77.48=58.1$ µS. The transmission falls to 0.48 at $x=\pm0.2$ eV and 0.03 at $\pm0.8$ eV; the half width is 0.257 eV.

Now hold $t$ and $\Gamma_R$ fixed and vary $\Gamma_L$:

- At $\Gamma_L=0.8$ eV, $\lambda_\pm-e_0=\pm0.173-0.300i$ eV and $T(e_0)=0.889$.
- At $\Gamma_L=2.0$ eV, the values are $-0.946i$ and $-0.254i$ eV, and $T(e_0)=0.556$.

Both cases have a single peak, since $\Gamma_L^2+\Gamma_R^2$ exceeds $8t^2=0.32$ eV². The transmission passes smoothly through the exceptional point.

The general formula for $T(E)$, the first of the two boxed results, was tested against wave matching to chains of half bandwidth $10^5$ eV, at 31 energies within 1.5 eV of $e_0$. The pairs $(\Gamma_L,\Gamma_R)$ were (0.4, 0.4), (0.8, 0.4), (1.2, 0.4), (2.0, 0.4) and (0.4, 2.0) eV. The largest difference in $T$ was $2\times10^{-6}$.

### Close to the exceptional point

Set $\Gamma_L-\Gamma_R=4t(1+\eta)$ with small $\eta>0$. Then $|s|=t\sqrt{2\eta+\eta^2}\approx t\sqrt{2\eta}$, and the prefactors $\pm t/(2s)$ of the two terms in $G_{12}$ diverge. At $\eta=10^{-4}$ and $E=e_0$, the larger term has magnitude 89.0 eV⁻¹, while the sum has magnitude 1.25 eV⁻¹. At $\eta=10^{-6}$ the larger term is 885 eV⁻¹ and the sum is still 1.25 eV⁻¹.

Digits are lost here. Consider first a symmetric change of about $\epsilon t$ in the elements of $M$, where $\epsilon$ is the relative rounding error. It changes $s^2$ by about $\epsilon t^2$, and therefore $s$ and $v^Tv$ by a relative amount of about $\epsilon t^2/|s|^2$. The resulting changes of the two terms almost cancel, because the expansion still holds for a symmetric matrix and $G$ itself depends smoothly on the matrix.

An antisymmetric change does not cancel in this way. Because of rounding, the matrix that has the computed eigenvalues and eigenvectors is in general not exactly symmetric. Its symmetric departure from $H$ can be larger than $\epsilon t$, of order $\epsilon t^2/|s|$, but by the argument above it changes $G$ only by a comparably small amount. Leaving it aside, let the off-diagonal elements be $t+e$ and $t-e$. The transposes $v_\pm^T$ are then no longer its exact left eigenvectors. The right eigenvectors become $(t+e,\;i\delta\pm s)^T$ to first order in $e$, and $v_\pm^Tv_\pm$ gains the term $2te$. Inserting this in the expansion changes $G_{12}$ on resonance by about $t|e|/(|s|^2\gamma)$. With $|e|\approx\epsilon t$, the estimated error in $G$ is

$$\frac{\epsilon t^2}{|s|^2\gamma}\approx\frac{\epsilon}{2\eta\gamma}.$$

For $\epsilon\approx2\times10^{-16}$ and $\eta=10^{-10}$ this is about $2.5\times10^{-6}$ eV⁻¹. The largest error found for five values of $\eta$ from $10^{-10}$ to $7\times10^{-10}$, at $x=0$, 0.13 and 0.37 eV, was $3\times10^{-6}$ eV⁻¹ relative to direct inversion. For $\eta$ from 0.1 to 0.7 it was $3\times10^{-15}$ eV⁻¹. A direct linear solve avoids the division by $v^Tv$ and is the suitable method here.

### Comparison with a molecular junction

The parameters are round illustrative values, not those of a particular molecule. A hopping of 0.2 eV suits two weakly linked halves of a molecule; between neighbouring double bonds of a planar conjugated chain it is much larger. A broadening of 1.2 eV is also large, and many molecules couple far more weakly to a metal. At 300 K, thermal averaging lowers the resonant $T$ from 0.750 to 0.731. Leads with a half bandwidth of 5 eV, centred on $e_0$, change $T$ by at most 0.025 on a grid within 1 eV of resonance. This small value relies on the centring: with the band centre 1 eV away and the same broadenings at $e_0$, the change reaches 0.11.

Coulomb repulsion can matter more, for example when the levels lie away from the Fermi energy. Take a rough on-site value $U=1$ eV and levels 0.3 eV above the Fermi energy, with mean-field shifts $U(n_i-\tfrac12)$, where $n_i$ is the occupation per spin. If both spins are required to have equal occupations, the self-consistent levels are 0.2105 and 0.1425 eV, and $T$ at the Fermi energy rises from 0.31 to 0.58. This unpolarized solution is slightly unstable: the largest eigenvalue of $-U\,\partial n_i/\partial e_j$, with $e_j$ the site levels, is 1.03. A spin-polarized mean-field solution exists, with $T=0.42$ and 0.69 for the two spins, so the numbers only illustrate the size of the effect. In the unpolarized solution the sites differ by $\Delta=0.068$ eV. Replacing $-i\delta$ by $\Delta/2-i\delta$ in $M$ gives, at $\delta=t$,

$$s^2=t^2+\left(\frac\Delta2-it\right)^2=\frac{\Delta^2}{4}-i\Delta t\neq0.$$

The eigenvalues separate by $2|s|=0.234$ eV, so the coincidence of the eigenvalues is sensitive to a difference between the site energies. With the level on resonance, $U$ times the non-interacting density of states of site 2 is 1.19. This is not small, and even the mean-field correction is then unreliable.

Vibrations are also left out. At the exceptional point, an electron placed on site 1 that leaves to the right does so at a rate proportional to $t'^2e^{-2\gamma t'/\hbar}$, so its mean exit time is $3\hbar/(2\gamma)=2.5$ fs. This is shorter than the 21 fs period of a 0.2 eV vibration, but the vibrational phase accumulated in that time is $\omega t'\approx0.75$ rad, which is not small. In a one-electron model with such a mode coupled linearly to the charge on both sites, the peak transmission falls from 0.75 to 0.69 for a coupling of 0.1 eV and to 0.56 for 0.2 eV. Vibrations are therefore negligible only for weak coupling, and a spread of level energies between passages is a further effect. The remaining values are in the numerical output.

## Computed results

```
hopping t = 0.200 eV
left, right broadening = 1.200, 0.400 eV
mean half width gamma = 0.400 eV
largest |T(waves) - T(formula)| = 2.0e-06
left broadening 0.8 eV: eigenvalue - e0 = +0.1732 -0.3000i eV
left broadening 0.8 eV: eigenvalue - e0 = -0.1732 -0.3000i eV
left broadening 0.8 eV: T(e0) = 0.8889
left broadening 2.0 eV: eigenvalue - e0 = +0.0000 -0.9464i eV
left broadening 2.0 eV: eigenvalue - e0 = +0.0000 -0.2536i eV
left broadening 2.0 eV: T(e0) = 0.5556
At the special point:
  T at E - e0 = +-0.0 eV: 0.7500
  T at E - e0 = +-0.2 eV: 0.4800
  T at E - e0 = +-0.4 eV: 0.1875
  T at E - e0 = +-0.8 eV: 0.0300
  half width at half maximum = 0.2574 eV
  conductance quantum 2e^2/h = 77.48 uS
  conductance on resonance, 0 K = 58.11 uS
  |G12(e0)| = 1.2500 1/eV
Approach, GL - GR = 4t(1+eta), at E = e0:
  eta 1e-02: larger term 9.44 1/eV, sum 1.2438 1/eV
    projector norm 7.12, T = 0.74751
  eta 1e-04: larger term 89.01 1/eV, sum 1.2499 1/eV
    projector norm 70.72, T = 0.74998
  eta 1e-06: larger term 884.51 1/eV, sum 1.2500 1/eV
    projector norm 707.11, T = 0.75000
expansion error in G, eta 0.1 to 0.7: 2.9e-15 1/eV
expansion error in G, eta 1e-10 to 7e-10: 3.1e-06 1/eV
peak test GL,GR = 0.40,0.39 eV: peak at +-0.0314 eV
Neglected effects:
  kT at 300 K = 0.0259 eV, thermal average of T = 0.7309
  lead half bandwidth 5.0 eV: largest change of T within 1 eV = 0.0247
  repulsion U = 1.0 eV, bare level 0.3 eV above Fermi
  occupations per spin = 0.4105, 0.3425
  shifted levels = 0.2105, 0.1425 eV
  site detuning = 0.0681 eV
  eigenvalue distance |difference| = 0.2338 eV
  T at Fermi energy: bare 0.3072, mean field 0.5787
  site-2 density of states on resonance = 1.1937 1/eV
  U times that density = 1.194
  electron lifetime hbar/(2 gamma) = 0.823 fs
  period of a 0.2 eV vibration = 20.7 fs
```
